# Why a Wider Dielectric Gap Does Not Guarantee Smaller Leakage

Take three insulating films between identical metal electrodes. In each, the conduction band edge lies 2 eV above the metal Fermi level. The films differ only in the position of the valence band edge, which lies 4, 6 or 8 eV below the Fermi level, so their gaps are 6, 8 and 10 eV. An electron leaving the cathode must tunnel through a barrier whose top is the conduction band edge, and that barrier is the same in all three. If the valence band is too remote to supply holes, and the decay inside the barrier depends only on the conduction band edge, the wider gap has bought nothing. In the model worked out below, at a field of 5 MV/cm, all three films carry $3.82\times10^{-5}$ A/cm².

## The belief and its appeal

The belief is that of two dielectrics, the one with the wider gap leaks less. It has a sound core. Without electrodes, creating a mobile electron and a mobile hole costs the gap energy $E_g$, so a wider gap means fewer carriers. If the Fermi level stays at midgap, widening the gap also raises both barriers at the contacts.

An interlayer dielectric, however, sits between metals, and the metal supplies the carriers. An electron from the Fermi level needs the electron offset $\phi_e=E_c-E_{\rm Fermi}$; a hole needs $\phi_h=E_{\rm Fermi}-E_v$. Adding the definitions gives

$$\phi_e+\phi_h=E_c-E_v=E_g .$$

The gap fixes the sum of the offsets and not their division. The smaller one satisfies $\min(\phi_e,\phi_h)\le E_g/2$, so the gap sets a ceiling on the weaker barrier but no floor.

## The current through a clean film

The model has zero temperature, a uniform field, identical free-electron electrodes with Fermi energy $E_F$, and one mass magnitude $m$ for metal, electrons and holes. Lateral momentum is conserved. The film is thicker than the tunnelling path, and nothing is reflected at its far side. Image forces, space charge, phonons and the creation of electron-hole pairs by fast carriers are left out. Let $c=\hbar^2/2m$, and let $F$ be the force on a carrier in eV/nm.

For an electron at the Fermi level moving straight into the film, the barrier at distance $z$ is $\phi-Fz$. The wave decays at the rate $\kappa(z)=\sqrt{(\phi-Fz)/c}$ until the barrier ends at $z=\phi/F$. The exponent of the probability is

$$S(\phi)=2\int_0^{\phi/F}\kappa\,dz=\frac{2}{\sqrt c}\,\frac{2\phi^{3/2}}{3F}=\frac{4\phi^{3/2}}{3\sqrt c\,F}.$$

The prefactor comes from matching at the metal surface. Write the metal wave as $e^{ikz}+re^{-ikz}$ with $k=\sqrt{E_F/c}$, and let the barrier wave start with amplitude $t$ and slope $-qt$, where $q=\sqrt{\phi/c}$. Continuity of value and slope gives

$$1+r=t,\qquad ik(1-r)=-qt .$$

Substituting $r=t-1$ gives $2ik=(ik-q)t$, hence $|t|^2=4k^2/(k^2+q^2)$. In the semiclassical approximation, valid for $S\gg1$, the squared amplitude inside the barrier is $|t|^2(q/\kappa)$ times the decay factor. Beyond the exit it becomes $|t|^2(q/k')e^{-S}$, where $k'$ is the local wave number. Flux is proportional to wave number times squared amplitude, so $k'$ cancels. Dividing by the incoming flux, proportional to $k$, gives

$$T=\frac{q|t|^2}{k}e^{-S}=De^{-S},\qquad D=\frac{4kq}{k^2+q^2}=\frac{4\sqrt{E_F\phi}}{E_F+\phi}.$$

Now sum over the occupied states. An electron with energy $\varepsilon$ below the Fermi level and lateral kinetic energy $\eta=ck_\parallel^2$ meets a barrier of height $\phi+\varepsilon+\eta$, because lateral energy does not help it across. To first order, $S(\phi+\varepsilon+\eta)=S(\phi)+(\varepsilon+\eta)/w$, with

$$\frac1w=\frac{dS}{d\phi}=\frac{2\sqrt\phi}{\sqrt c\,F}.$$

For each lateral wave vector, velocity times the one-dimensional density of states is $1/h$ per unit energy, and spin doubles it. The number of lateral states per area is $d^2k_\parallel/4\pi^2=d\eta/(4\pi c)$. With energies in eV, a factor $e$ converts the energy integral, so

$$j(\phi)=\frac{2e^2}{h}\,\frac{De^{-S}}{4\pi c}\int_0^\infty\! e^{-\varepsilon/w}d\varepsilon\int_0^\infty\! e^{-\eta/w}d\eta
=\frac{2e^2}{h}\,\frac{De^{-S}w^2}{4\pi c}.$$

Inserting $w^2=cF^2/(4\phi)$ gives

$$j(\phi)=\frac{e^2}{h}\,\frac{DF^2}{8\pi\phi}\,e^{-S(\phi)},$$

where $F$ is now the numerical field in V/nm and $j$ comes out in A/nm².

Holes enter at the anode: an electron tunnels from the valence band into an empty metal state at energy $\varepsilon$ above the Fermi level. The valence edge for lateral energy $\eta$ lies lower by $\eta$, so the barrier is $\phi_h+\varepsilon+\eta$, and the field shortens the path as before. The negative band mass reverses the slope term in the matching condition. This replaces $t$ by its complex conjugate and leaves $|t|^2$ unchanged. The leading formula therefore holds with $\phi_h$, and the clean film carries

$$J=j(\phi_e)+j(E_g-\phi_e).$$

As $\phi$ grows, $D/\phi=4\sqrt{E_F}/[\sqrt\phi\,(E_F+\phi)]$ falls and $S$ rises, so $j$ decreases. Hence $J$ lies between $j(\phi_<)$ and $2j(\phi_<)$, where $\phi_<$ is the smaller offset. Within this model, the gap beyond $\phi_<$ can change the current by at most a factor of two.

That conclusion rests on a decay rate $\kappa$ that depends on one band edge and on a mass that is the same in every film. A real change of material can alter the mass, and a dispersion joining both bands would let the gap enter $\kappa$. Take the common two-band form $\kappa^2=(u/c)(1-u/E_g)$, where $u$ is the depth below the conduction band edge. With the parameters used below, the exponent for a 2 eV offset is then 24.4 at a gap of 6 eV and 25.6 at 10 eV, so the wider gap lowers the current about threefold. Pair creation depends on the gap too: with 10 V across the film, an electron injected below a 2 eV offset could gain up to 8 eV. That exceeds a gap of 6 eV, but energy and momentum conservation together set a higher threshold: $\tfrac32E_g=9$ eV for parabolic bands of equal mass, and less than 8 eV only if the holes are more than twice as heavy as the electrons. Such effects must be calculated for the material; they do not turn the gap into a substitute for the offset.

## Alignment in numbers

Take $m$ as half the free-electron mass, so $c=0.0762$ eV nm², with $E_F=10$ eV, $F=0.50$ eV/nm and a 20 nm film. Film A has a gap of 6 eV and offsets of 3 and 3 eV. Film B has a gap of 8 eV, with offsets of 2 eV for electrons and 6 eV for holes.

The exponents are $S(3)=50.20$ and $S(2)=27.32$, and the matching factors are 1.685 and 1.491. Film A has two equal contributions, while holes are negligible in B. The formula gives

$$\frac{J_B}{J_A}\approx\frac12\cdot\frac{1.491}{1.685}\cdot\frac32\,e^{50.20-27.32}\approx5.7\times10^{9}.$$

Integrating the transmission of the exact barrier states gives $3.8\times10^{-5}$ A/cm² for B and $6.8\times10^{-15}$ A/cm² for A, a ratio of $5.65\times10^9$. The film with the wider gap leaks billions of times more. The size of this ratio belongs to the one-band decay rate; with the two-band form above it falls to about $10^7$, and the ordering is unchanged. For offsets of 2, 3 and 4 eV and both carriers, the integrated result stays within 2.5 % of the closed formula.

Film C also has a gap of 8 eV, but offsets of 4 and 4 eV. When clean it carries $9.4\times10^{-27}$ A/cm², which is $1.4\times10^{-12}$ times the current in A (about $10^{-10}$ with the two-band decay rate). This is the case in which the belief is right. The current amounts to about one electron per square centimetre in 200 days, so even a very weak additional path, such as the one through traps described below, can exceed it. The number says that direct injection is negligible, not that a real film would be this good.

The boundary between the two outcomes lies where the smaller offsets are nearly equal. An 8 eV film equals film A when its electron offset is 2.973 eV. The slight shortfall from 3 eV arises because A has two equal channels and the other film effectively has one. A factor of two in current corresponds to an offset change of $w\ln2$, and $w=0.0398$ eV at 3 eV gives 0.028 eV, close to the 0.027 eV found.

The absolute currents are those of the idealised model. The zero-temperature formula needs $k_BT$ well below $w$, which is 0.049, 0.040 and 0.035 eV for offsets of 2, 3 and 4 eV. At 300 K the electron currents are larger by factors of about 1.8, 2.5 and 4, and at 400 K by about 3, 6 and 25. Reflection at the far electrode of the 20 nm film lowers them by about 4, 12 and 23 %. An image force with a dielectric constant between 2 and 4 lowers each exponent by 1.6 to 3.4. None of these changes the ordering of A, B and clean C. A field of 5 MV/cm is also not far below the breakdown field of many real dielectrics, and breakdown is outside the model.

The film must be thicker than $\phi/F$, which is 4, 6 and 8 nm for the three offsets. In a thinner film the carrier crosses a truncated barrier, and the formula for $S$ no longer applies.

## A trap divides the barrier

Good alignment does not settle the matter either. Suppose film C contains short-range traps, neutral when empty, that bind one electron at a depth $E_t$ below the conduction band edge. An electron can tunnel from the metal to a trap at distance $x$, and later from the trap to the conduction band.

Relative to the Fermi level, the trap energy is $\phi_e-Fx-E_t$. At zero temperature the metal can fill the trap only if this is not positive, so

$$x\ge x_0=\frac{\phi_e-E_t}{F}.$$

Leaving the trap for the conduction band, the electron meets a triangular barrier of height $E_t$. Between the metal and the trap, the barrier height runs from $E_t+Fx$ down to $E_t$. The two exponents are therefore

$$S_2=S(E_t),\qquad S_1=S(E_t+Fx)-S(E_t).$$

At $x=x_0$ the second becomes $S(\phi_e)-S(E_t)$, so $S_1+S_2=S(\phi_e)$. The trap removes none of the barrier but cuts it into two parts, and a carrier that can wait between them pays for each part separately.

The rates need a prefactor. With $\kappa_0=\sqrt{E_t/c}$, the normalised bound state is $\sqrt{\kappa_0/2\pi}\,e^{-\kappa_0r}/r$. Since $(\nabla^2-\kappa_0^2)(e^{-\kappa_0r}/r)=-4\pi\delta^3(\mathbf r)$, its component with lateral wave vector $k_\parallel$ has at the trap plane the amplitude

$$a=\sqrt{\frac{\kappa_0}{2\pi}}\,\frac{2\pi}{\kappa_t},\qquad \kappa_t=\sqrt{\kappa_0^2+k_\parallel^2}.$$

Its outgoing flux is $(\hbar/m)\,\kappa_t|a|^2e^{-S_2(k_\parallel)}$, by the same semiclassical continuation as before. Multiplying by $\hbar$ turns the rate into an energy width and $\hbar/m$ into $\hbar^2/m=2c$. Expanding the square root in the exponent gives

$$S_2(k_\parallel)=2\int\!\sqrt{\kappa^2+k_\parallel^2}\,dz\approx S_2+\lambda_2^2k_\parallel^2,\qquad \lambda_2^2=\int\frac{dz}{\kappa}=\frac{2\sqrt{cE_t}}{F}.$$

To leading order $\kappa_t|a|^2=2\pi\kappa_0/\kappa_t\approx2\pi$, and the Gaussian integral is $\int d^2k_\parallel\,e^{-\lambda_2^2k_\parallel^2}/4\pi^2=1/(4\pi\lambda_2^2)$. Therefore

$$\Gamma_2=2c\cdot2\pi\cdot\frac{e^{-S_2}}{4\pi\lambda_2^2}=\frac{c}{\lambda_2^2}e^{-S_2}.$$

On the metal side the wave must also cross the surface. Matching an incident decaying wave of amplitude 1 and a reflected one of amplitude $b$ to an outgoing metal wave of amplitude $t'$ gives $1+b=t'$ and $q(1-b)=-ikt'$. Hence $|t'|^2=4q^2/(q^2+k^2)$, and the flux factor $k|t'|^2/q$ is again $D$. So

$$\Gamma_1=\frac{cD}{\lambda_1^2}e^{-S_1},\qquad
\lambda_1^2=\frac{2\sqrt c}{F}\left(\sqrt{E_t+Fx}-\sqrt{E_t}\right).$$

## Two steps in series

Let $n$ be the probability that the trap is occupied. An empty trap can accept either spin, at the total rate $2\Gamma_1/\hbar$; a full one empties into the conduction band at $\Gamma_2/\hbar$. Return to the metal is blocked because the metal states at that energy are filled. In the steady state $2\Gamma_1(1-n)=\Gamma_2n$, so $n=2\Gamma_1/(2\Gamma_1+\Gamma_2)$ and each trap passes electrons at the rate

$$R=\frac{\Gamma_2n}{\hbar}=\frac{1}{\hbar}\,\frac{2\Gamma_1\Gamma_2}{2\Gamma_1+\Gamma_2}.$$

The slower step dominates. For a trap density $N$, put $s=x-x_0$. Near $x_0$ the derivative of $S_1$ with respect to $x$ is $2q$, with $q=\sqrt{\phi_e/c}$, so $2\Gamma_1/\Gamma_2\approx pe^{-2qs}$, where $p$ is the ratio at $x_0$. With $v=pe^{-2qs}$ and $ds=-dv/(2qv)$,

$$J_t=\frac{eN\Gamma_2}{\hbar}\int_0^\infty\frac{pe^{-2qs}}{1+pe^{-2qs}}ds
=\frac{eN\Gamma_2}{2q\hbar}\int_0^p\frac{dv}{1+v}
=\frac{eN\Gamma_2}{\hbar}\,\frac{\ln(1+p)}{2q}.$$

Give film C a density $N=10^{18}$ cm⁻³ of traps 2.5 eV deep. The nearest fillable ones lie at $x_0=(4-2.5)/0.5=3.0$ nm. The direct exponent $S(4)=77.28$ splits into $S_1=39.10$ and $S_2=38.19$. The formula for $\Gamma_2$ gives an emptying rate of $1.73\times10^{-3}$ s⁻¹, so a filled trap waits about ten minutes. With $p=5.49$ and $q=7.245$ nm⁻¹, the effective thickness of the active layer is $\ln(6.49)/14.49=0.129$ nm. It holds $1.29\times10^{10}$ traps per cm², and

$$J_t\approx(1.60\times10^{-19})(1.29\times10^{10})(1.73\times10^{-3})\approx3.6\times10^{-12}\ \text{A/cm}^2 .$$

The integral over trap positions, with widths taken from the exact barrier states, gives $3.46\times10^{-12}$ A/cm². That is about 510 times the leakage of clean film A, although C has the wider gap and the larger offset for both carriers. The size of this factor belongs to the one-band decay rate; the two-band form mentioned above would reduce it to roughly 25. Since the current is proportional to $N$ for dilute traps, $2.0\times10^{15}$ cm⁻³ would already make the two films equal.

One may object that A was kept clean. Put the same traps into A. Their emptying exponent is still 38.19, because it depends on $E_t$ and not on the offset, while filling is much easier: $S_1=50.20-38.19=12.01$. The formula for $J_t$ then estimates a current larger than in C by a factor of order ten. With equal defects at this depth film C wins again, through its larger electron offset, but its advantage has shrunk from about twelve orders of magnitude to about one. That shrinkage is particular to a depth close to the worst one for C: with equal traps 2.0 eV deep, A carries about $6\times10^{9}$ times the trap current of C.

## Which traps matter

For $p\ll1$ the logarithm is approximately $p$, and the current follows $e^{-S_1}$. For $p\gg1$ it follows $e^{-S_2}$, apart from a logarithm. A shallower trap is easier to empty but harder to fill from the Fermi level. Apart from prefactors, the worst depth for this electron path makes the exponents equal. With the one-band decay rate this gives

$$E_t^{3/2}=\tfrac12\phi_e^{3/2}\quad\Longrightarrow\quad E_t=\frac{\phi_e}{2^{2/3}}\approx0.63\,\phi_e,\qquad S_1=S_2=\tfrac12S(\phi_e).$$

For $\phi_e=4$ eV this is 2.520 eV, while maximising the integrated current gives 2.493 eV. The difference can be traced. Let $S_2'=dS_2/dE_t$. Neglecting the slow prefactors, $d\ln p/dE_t=2S_2'$, and setting the derivative of $\ln[\Gamma_2\ln(1+p)]$ to zero gives

$$-S_2'+\frac{2S_2'\,p}{(1+p)\ln(1+p)}=0,$$

whose solution is $p\approx3.9$. At 2.5 eV, $p=5.49$ and $1/S_2'\approx0.044$ eV. The depth must therefore change by $\tfrac12(0.044)\ln(3.9/5.49)\approx-0.007$ eV, which leads to 2.493 eV.

The maximum is sharp. At the same density, traps 2.0 eV deep carry $1.4\times10^{-16}$ A/cm² and traps 3.0 eV deep carry $2.55\times10^{-16}$ A/cm², both below the leakage of clean film A. The hole side has a maximum of its own: in the symmetric film C, levels about 2.5 eV above the valence band edge can do similar harm, by giving an electron to the anode and taking another from the valence band. A defect density without a defect energy therefore does not determine the leakage. This ranking belongs to elastic tunnelling at zero temperature with the one-band decay rate. The two-band form moves the worst depth for the electron path in film C to about 2.4 eV. Phonons and heat open further ways to fill and empty a trap, and they too can change the ranking.

The halved exponent also appears in the field dependence. At the balanced depth $p$ and $q$ do not depend on $F$, and $1/\lambda_2^2$ is proportional to $F$, so $J_t\propto Fe^{-S(\phi_e)/2}$. From 4 to 5 MV/cm, $\ln J_t$ should rise by half the drop in $S$, which is 9.66, plus $\ln1.25=0.22$. The computed rise is 9.88. Reading the slope of such data as direct injection would suggest an offset near $0.63\phi_e$, because $S(0.63\phi_e)\approx S(\phi_e)/2$. The apparent barrier would then describe the traps and not the band alignment.

The numerical output also checks the series law on a one-dimensional trap. The exact transmission integrated over the resonance agrees within about 2 % with $2\pi\Gamma_1\Gamma_2/(\Gamma_1+\Gamma_2)$, the spinless form of the same combination.

To compare two dielectrics, one therefore needs at least the offsets to the actual electrodes, the decay rate inside each barrier, and the density and energy of the defects. The gap fixes only the sum of the offsets, influences the decay rate, and does not determine the defects.

## Computed results

```
mass ratio m/m0: 0.5
C = hbar^2/2m: 0.07620 eV nm^2
metal Fermi energy: 10.0 eV
field: 5.0 MV/cm = 0.50 V/nm
film thickness: 20 nm
voltage across film: 10.0 V
offset 2.0 eV: S = 27.32, D = 1.491, w = 0.0488 eV, path = 4.0 nm
  j exact 3.820e-05, formula 3.906e-05 A/cm^2
offset 3.0 eV: S = 50.20, D = 1.685, w = 0.0398 eV, path = 6.0 nm
  j exact 3.387e-15, formula 3.430e-15 A/cm^2
offset 4.0 eV: S = 77.28, D = 1.807, w = 0.0345 eV, path = 8.0 nm
  j exact 4.715e-27, formula 4.757e-27 A/cm^2
largest deviation of j formula: 2.5 %
A, gap 6, offsets 3/3 eV, clean: 6.766e-15 A/cm^2
B, gap 8, offsets 2/6 eV, clean: 3.820e-05 A/cm^2
C, gap 8, offsets 4/4 eV, clean: 9.424e-27 A/cm^2
C with traps: 3.461e-12 A/cm^2
ratio B/A: 5.65e+09
ratio C clean/A: 1.39e-12
ratio C with traps/A: 5.11e+02
phi_e = 2 eV, gap 6 eV: 3.820146e-05 A/cm^2
phi_e = 2 eV, gap 8 eV: 3.820146e-05 A/cm^2
phi_e = 2 eV, gap 10 eV: 3.820146e-05 A/cm^2
8 eV film equals A at phi_e = 2.973 eV
trap density in C: 1.0e+18 cm^-3, depth 2.5 eV
nearest fillable trap: x = 3.00 nm
S1 = 39.10, S2 = 38.19
lambda1^2 = 0.462, lambda2^2 = 1.746 nm^2
Gamma1 exact 3.156e-18, formula 3.121e-18 eV
Gamma2 exact 1.111e-18, formula 1.138e-18 eV
Gamma1/hbar = 4.794e-03 s^-1
Gamma2/hbar = 1.688e-03 s^-1
p = 5.49, q = 7.245 nm^-1
trap current exact 3.461e-12, formula 3.573e-12 A/cm^2
C equals A at trap density 1.96e+15 cm^-3
trap depth 1.5 eV: trap current 7.51e-21 A/cm^2
trap depth 2.0 eV: trap current 1.43e-16 A/cm^2
trap depth 2.5 eV: trap current 3.46e-12 A/cm^2
trap depth 3.0 eV: trap current 2.55e-16 A/cm^2
worst depth: found 2.493 eV, balance 2.520 eV
ln gain, 4 to 5 MV/cm, traps: 9.88; half drop of S: 9.66
1D resonance area: exact 4.987e-04, series 5.088e-04 eV
```
